# Inverting Orbitals to a Local Potential and Localizing Hartree–Fock Exchange, part 1

(Sections cited here and not found follow in the second part.)

## First half: from orbitals to a potential

A one-electron Schrödinger equation can be read forwards: a potential is given, and orbitals, eigenvalues and a density follow. This problem reads it backwards. It asks what potential belongs to a given set of orbitals, and what the answer means when the orbitals come from an operator that is not a potential at all, such as the exchange operator of Hartree–Fock (HF) theory.

Hartree atomic units are used throughout. The orbitals \(\phi_i(\mathbf r)\) are real and orthonormal, with occupations \(f_i\) and density

\[
n(\mathbf r)=\sum_i f_i\,\phi_i(\mathbf r)^2 .
\]

Two kinetic energy densities will be needed:

\[
\tau_L=-\tfrac12\sum_i f_i\,\phi_i\nabla^2\phi_i ,\qquad
\tau=\tfrac12\sum_i f_i\,|\nabla\phi_i|^2 .
\]

### (a) One potential from many orbitals

**Question.** All occupied orbitals obey \((-\tfrac12\nabla^2+v)\phi_i=\varepsilon_i\phi_i\) with the same multiplicative potential \(v(\mathbf r)\). Express \(v\) through the orbitals and eigenvalues in a way that is not spoiled by the nodes of a single orbital. Check the result on hydrogen-like orbitals.

**Solution.** A single orbital already determines the potential where it does not vanish:

\[
v=\varepsilon_i+\frac{\nabla^2\phi_i}{2\phi_i}.
\]

At a node of \(\phi_i\) this is a quotient of two vanishing quantities, which is useless in numerical work. To avoid the division by one orbital, multiply its equation by \(f_i\phi_i\) and sum over \(i\):

\[
-\tfrac12\sum_i f_i\phi_i\nabla^2\phi_i+v\sum_i f_i\phi_i^2=\sum_i f_i\varepsilon_i\phi_i^2 .
\]

The potential could be taken out of the second sum because it is a multiplicative function, the same for every orbital. The first sum is \(\tau_L\) and the second is \(n\). Wherever \(n>0\), therefore,

\[
\boxed{\,v(\mathbf r)=\frac{\sum_i f_i\varepsilon_i\phi_i(\mathbf r)^2-\tau_L(\mathbf r)}{n(\mathbf r)}\,}
\]

This is the orbital-averaged inversion formula. It is an average of the single-orbital expressions with weights \(f_i\phi_i^2/n\), which are non-negative and add up to one. An orbital near its node has a small weight, so its ill-defined quotient does no harm. The abbreviation

\[
\bar\varepsilon(\mathbf r)=\frac{1}{n(\mathbf r)}\sum_i f_i\varepsilon_i\phi_i(\mathbf r)^2
\]

turns the formula into \(v=\bar\varepsilon-\tau_L/n\). If all \(\varepsilon_i\) are raised by a constant \(c\), so are \(\bar\varepsilon\) and \(v\): the orbitals fix the potential up to a constant, and the eigenvalues fix the constant. The derivation did not require the occupied orbitals to be the lowest ones.

For the check, take \(v=-Z/r\). The 1s orbital is proportional to \(e^{-Zr}\), with \(\varepsilon_1=-Z^2/2\). For a function of \(r\), \(\nabla^2\phi=\phi''+2\phi'/r\), so

\[
-\tfrac12\frac{\nabla^2\phi_1}{\phi_1}=-\frac{Z^2}{2}+\frac Zr .
\]

Subtracting this from \(\varepsilon_1\) leaves \(-Z/r\).

For the 2s orbital set \(a=Z/2\). Then \(\phi_2\propto(1-ar)e^{-ar}\) and \(\varepsilon_2=-Z^2/8=-a^2/2\). With \(u=r\phi_2=(r-ar^2)e^{-ar}\), two differentiations give

\[
u'=(1-3ar+a^2r^2)e^{-ar},\qquad
u''=(-4a+5a^2r-a^3r^2)e^{-ar}.
\]

On the other side,

\[
\Bigl(\varepsilon_2+\frac{2a}{r}\Bigr)u
=\Bigl(2a-\tfrac52a^2r+\tfrac12a^3r^2\Bigr)e^{-ar}=-\tfrac12u'' .
\]

Because \(\nabla^2\phi_2=u''/r\), the local kinetic term of 2s is \(\varepsilon_2+Z/r\) times \(\phi_2\). Any weighted average of the two orbitals thus gives \(-Z/r\), also at the 2s node \(r=2/Z\), where the 1s orbital carries all the weight. A symbolic test with the configuration 1s²2s² confirms this for general \(Z\).

### (b) The positive kinetic energy density

**Question.** Rewrite the formula with \(\tau\) in place of \(\tau_L\). Which term then carries the attraction of a nucleus, and what remains if there is a single occupied orbital? What happens if the orbitals satisfy their equation only approximately?

**Solution.** The product rule gives

\[
\nabla^2(\phi_i^2)=2\phi_i\nabla^2\phi_i+2|\nabla\phi_i|^2 .
\]

Multiplied by \(f_i\) and summed, this is \(\nabla^2n=-4\tau_L+4\tau\), because \(\sum_i f_i\phi_i\nabla^2\phi_i=-2\tau_L\) and \(\sum_i f_i|\nabla\phi_i|^2=2\tau\). Hence

\[
\tau_L=\tau-\tfrac14\nabla^2n,\qquad
v=\bar\varepsilon-\frac{\tau}{n}+\frac{\nabla^2n}{4n}.
\]

The two densities integrate to the same kinetic energy when the surface integral of \(\nabla n\) vanishes, but they differ point by point. In particular \(\tau\ge0\), whereas \(\tau_L\) may be negative.

Near a nucleus of charge \(Z\), the singular parts of the equation for an s orbital must cancel. They are \(-\phi_i'/r\), from the Laplacian, and \(-Z\phi_i/r\), so \(\phi_i'(0)=-Z\phi_i(0)\). If s orbitals make up the density there, \(n'(0)=-2Zn(0)\), and

\[
\frac{\nabla^2n}{4n}\simeq\frac{1}{4n}\,\frac{2n'}{r}=-\frac Zr .
\]

The terms \(\bar\varepsilon\) and \(\tau/n\) stay finite. The nuclear attraction is therefore carried by the density Laplacian.

For one occupied orbital, \(\phi=\sqrt{n/f}\) up to a sign, and the single-orbital expression becomes

\[
v=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}.
\]

Here the potential is an explicit expression in the density, up to a constant. With several orbitals, \(\bar\varepsilon\) and \(\tau/n\) also depend on how the density is divided among them.

Suppose now that the equation is satisfied with an error function \(R_i\), so that \((-\tfrac12\nabla^2+v-\varepsilon_i)\phi_i=R_i\). The steps of part (a) then give

\[
\bar\varepsilon-\frac{\tau_L}{n}=v-\frac1n\sum_i f_i\phi_iR_i .
\]

The error is divided by the density and can be large where the density is small. An extreme case is a one-electron atom described by a single Gaussian \(e^{-\alpha r^2}\). Its derivatives give

\[
\nabla^2e^{-\alpha r^2}=(4\alpha^2r^2-6\alpha)e^{-\alpha r^2},
\]

and the formula returns \(\varepsilon-3\alpha+2\alpha^2r^2\). That is the harmonic potential to which a Gaussian belongs, and it bears no resemblance to the atom. The formula must be used with orbitals that solve their differential equation accurately at each point, which is a stronger demand than an accurate total energy.

### (c) Hartree–Fock orbitals in the formula

**Question.** Closed-shell HF orbitals obey an equation with a nonlocal exchange operator \(\hat K\). What local function does the inversion formula return when these orbitals and their eigenvalues are inserted?

**Solution.** For closed shells \(f_i=2\). Let \(v_{\rm ext}\) be the external potential and define

\[
v_{\rm H}(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\qquad
\gamma(\mathbf r,\mathbf r')=2\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r').
\]

The HF equations are

\[
\bigl(-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm H}+\hat K\bigr)\phi_i=\varepsilon_i\phi_i ,
\]

\[
(\hat K\phi_i)(\mathbf r)=-\frac12\int\frac{\gamma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,\phi_i(\mathbf r')\,d\mathbf r' .
\]

The factor \(\tfrac12\) appears because exchange acts between electrons of equal spin, while \(\gamma\) contains both spins.

Multiply by \(2\phi_i\), sum and divide by \(n\), as before. The two multiplicative potentials come out of the sum, but the exchange operator does not:

\[
\bar\varepsilon_{\rm HF}-\frac{\tau_{L,\rm HF}}{n_{\rm HF}}
=v_{\rm ext}+v_{\rm H}+v_{\rm S},\qquad
v_{\rm S}=\frac{1}{n_{\rm HF}}\sum_i2\,\phi_i\hat K\phi_i .
\]

In \(v_{\rm S}\), the sum \(2\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')\) is again \(\gamma\), so

\[
v_{\rm S}(\mathbf r)=-\frac{1}{2n_{\rm HF}(\mathbf r)}\int\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\]

This is the Slater potential. It is the electrostatic potential of the charge distribution \(-\gamma(\mathbf r,\mathbf r')^2/[2n_{\rm HF}(\mathbf r)]\) in the variable \(\mathbf r'\), the exchange hole. Orthonormality gives \(\int\gamma(\mathbf r,\mathbf r')^2d\mathbf r'=4\sum_j\phi_j(\mathbf r)^2=2n_{\rm HF}(\mathbf r)\), so the hole contains a charge of \(-1\).

The worked example is the beryllium atom, 1s²2s², in nonrelativistic restricted HF theory with a fixed point nucleus. Correlation is left out. The atom sits in a hard sphere of radius \(R=14\) bohr, and the equations are solved on a polynomial grid with 59 interior nodes. Write

\[
\phi_i=\frac{u_i(r)}{\sqrt{4\pi}\,r},\qquad
\rho(r)=4\pi r^2n(r)=2\sum_iu_i(r)^2 .
\]

The average of \(1/|\mathbf r-\mathbf r'|\) over the directions of \(\mathbf r'\) is \(1/r_>\), where \(r_>\) is the larger of \(r\) and \(r'\). Thus

\[
v_{\rm H}(r)=\int_0^R\frac{\rho(r')}{r_>}\,dr',
\]

\[
v_{\rm S}(r)=-\frac{2}{\rho(r)}\sum_{ij}u_i(r)u_j(r)\int_0^R\frac{u_i(r')u_j(r')}{r_>}\,dr' .
\]

The prefactor follows from \(\gamma=\sum_i2u_i(r)u_i(r')/(4\pi rr')\): the hole density is \(\sum_{ij}u_i(r)u_j(r)u_i(r')u_j(r')/(2\pi r'^2\rho)\) in magnitude, and the volume element \(4\pi r'^2dr'\) turns \(1/(2\pi r'^2)\) into 2.

The HF energy on the grid is \(-14.57302\) hartree. An independent calculation in a Gaussian basis gives \(-14.57300\) hartree. At \(r=0.9637\) bohr the inversion formula gives

\[
\bar\varepsilon_{\rm HF}-\frac{\tau_{L,\rm HF}}{n_{\rm HF}}=-3.1975-(-1.2038)=-1.9937\ \text{hartree},
\]

with a negative \(\tau_L\), which part (b) allows. The three potentials at the same point add up to

\[
v_{\rm ext}+v_{\rm H}+v_{\rm S}=-4.1506+2.9688-0.8119=-1.9937\ \text{hartree}.
\]

A test by direct quadrature of the Hartree and exchange-hole integrals confirms the agreement at six radii to within \(10^{-5}\) hartree.

### (d) Has the exchange operator been localized?

**Question.** The function \(v_{\rm ext}+v_{\rm H}+v_{\rm S}\) is a local potential obtained from the HF orbitals. Are the HF orbitals its eigenfunctions? Does it reproduce the HF density?

**Solution.** Insert an HF orbital into the equation with the local potential, and use the HF equation to eliminate the kinetic term:

\[
\bigl(-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm H}+v_{\rm S}-\varepsilon_i\bigr)\phi_i=\bigl(v_{\rm S}-\hat K\bigr)\phi_i .
\]

The definition of \(v_{\rm S}\) makes the weighted sum \(\sum_i2\phi_i(v_{\rm S}-\hat K)\phi_i\) vanish at each point. It does not make the terms vanish one by one. The averaging has replaced several different functions \(\hat K\phi_i/\phi_i\) by their mean, and the HF orbitals are in general not eigenfunctions of the result.

There is a case in which nothing is lost. For two electrons in one orbital, \(\gamma=2\phi(\mathbf r)\phi(\mathbf r')\), and

\[
(\hat K\phi)(\mathbf r)=-\phi(\mathbf r)\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'
=-\tfrac12v_{\rm H}(\mathbf r)\,\phi(\mathbf r).
\]

On this orbital \(\hat K\) acts as the multiplicative potential \(v_{\rm S}=-\tfrac12v_{\rm H}\).

Beryllium has two different orbitals. If the one-electron equation is solved for it with \(v_{\rm ext}+v_{\rm H}+v_{\rm S}\), keeping \(v_{\rm H}\) and \(v_{\rm S}\) from the HF calculation, the new density \(n'\) satisfies

\[
\int|n'-n_{\rm HF}|\,d\mathbf r=0.316\ \text{electrons}.
\]

Both densities contain four electrons, so the regions of excess and of deficit contribute equally, and 0.158 electrons have been moved. The single use of the inversion formula gives a local exchange potential, but not one that has the HF density.

## Second half: a local exchange potential with the Hartree–Fock density

The first half used real orbitals with density \(n\), eigenvalue average \(\bar\varepsilon=\sum_if_i\varepsilon_i\phi_i^2/n\), and kinetic energy densities \(\tau_L=-\tfrac12\sum_if_i\phi_i\nabla^2\phi_i\) and \(\tau=\tfrac12\sum_if_i|\nabla\phi_i|^2\). Three results are needed:

\[
v=\bar\varepsilon-\frac{\tau_L}{n}\quad\text{for orbitals of one local potential},\qquad
\tau_L=\tau-\tfrac14\nabla^2n,
\]

\[
\bar\varepsilon_{\rm HF}-\frac{\tau_{L,\rm HF}}{n_{\rm HF}}=v_{\rm ext}+v_{\rm H}+v_{\rm S}\quad\text{for closed-shell HF orbitals}.
\]

Here \(v_{\rm S}\) is the Slater potential, the orbital average of the exchange operator. The example is the beryllium atom in a hard sphere of radius \(R=14\) bohr, with \(\phi_i=u_i/(\sqrt{4\pi}\,r)\) and \(\rho=4\pi r^2n=2\sum_iu_i^2\).

### (e) A second inversion

**Question.** Assume that some local potential \(v_{\rm ext}+v_{\rm H}+v_x\) has lowest orbitals whose density is \(n_{\rm HF}\). Here \(v_{\rm H}\) is the Hartree potential of \(n_{\rm HF}\). Find an expression for \(v_x\) that contains no density Laplacian.

**Solution.** The assumption is that the HF density is noninteracting \(v\)-representable. Call the orbitals of the local potential Kohn–Sham (KS) orbitals. They satisfy the conditions of the inversion formula, so

\[
v_{\rm ext}+v_{\rm H}+v_x=\bar\varepsilon_{\rm KS}-\frac{\tau_{L,\rm KS}}{n_{\rm KS}} .
\]

Subtract the HF identity. The external and Hartree potentials cancel:

\[
v_x-v_{\rm S}=\bar\varepsilon_{\rm KS}-\bar\varepsilon_{\rm HF}
+\frac{\tau_{L,\rm HF}}{n_{\rm HF}}-\frac{\tau_{L,\rm KS}}{n_{\rm KS}} .
\]

Now replace each \(\tau_L\) by \(\tau-\tfrac14\nabla^2n\). The two Laplacian terms are \(-\nabla^2n_{\rm HF}/(4n_{\rm HF})\) and \(+\nabla^2n_{\rm KS}/(4n_{\rm KS})\), which cancel because the densities are equal. What remains is

\[
\boxed{\,v_x=v_{\rm S}+\bigl(\bar\varepsilon_{\rm KS}-\bar\varepsilon_{\rm HF}\bigr)
+\Bigl(\frac{\tau_{\rm HF}}{n_{\rm HF}}-\frac{\tau_{\rm KS}}{n_{\rm KS}}\Bigr)\,}
\]

The Slater potential is corrected by a difference of eigenvalue averages and a difference of kinetic energies per electron. For one doubly occupied orbital, equal densities mean equal orbitals. The kinetic correction then vanishes, the eigenvalue correction is a constant, and \(v_x=v_{\rm S}\) up to that constant, as found in part (d).

An additive constant in \(v_x\) raises all KS eigenvalues equally and is not fixed by the density. It is chosen here by requiring the highest occupied KS and HF eigenvalues to be equal.

Assuming that a local potential with the HF density exists, its exchange part is the Slater potential plus a difference of eigenvalue averages and a difference of kinetic energies per electron. The formula still contains the unknown KS orbitals, so it remains to solve it by iteration, to show what a fixed point guarantees, and to examine the result for beryllium.
